# Simulating Debye Relaxation by Small Random Rotations: Bias and Sampling Error

A freely diffusing unit dipole $\mathbf u$ with rotational diffusion constant $D$ loses its orientation as

$$C(t)=\langle\mathbf u(0)\cdot\mathbf u(t)\rangle=e^{-2Dt},\qquad \tau=\frac1{2D}.$$

A simulation reproduces this law if each step of length $\Delta t$ turns the dipole by a rotation vector whose three components are independent Gaussians of mean zero and variance $y=2D\Delta t$. After $n$ steps its correlation is $\lambda_1^n$, with

$$\lambda_1=\frac{1+2(1-y)e^{-y/2}}3,\qquad \ln\lambda_1=-y-\frac{y^2}{12}-\dots$$

The time-step bias $\lambda_1^n-e^{-2Dt}$ does not depend on the number $N$ of dipoles. The sampling error has zero mean and falls as $N^{-1/2}$. The two can be measured separately, and neither measurement needs the exponential law.

## The law to be reproduced

The dipoles are independent, have no inertia and feel no applied torque. The probability density $p$ per solid angle then obeys $\partial p/\partial t=D\nabla^2p$, with $\nabla^2$ the angular Laplacian. For a function of $z=\cos\theta$ alone,

$$\nabla^2f=\frac{d}{dz}\left[(1-z^2)\frac{df}{dz}\right].$$

With $f=z$ this gives $\nabla^2z=-2z$. With $P_2=(3z^2-1)/2$, whose derivative is $3z$, it gives $3-9z^2=-6P_2$. The polar axis is arbitrary, so every component of $\mathbf u$ satisfies $\nabla^2u_i=-2u_i$. Integrating by parts twice on the closed sphere, where no boundary terms arise,

$$\frac{d\langle\mathbf u\rangle}{dt}=D\int\mathbf u\,\nabla^2p\,d\Omega=D\int p\,\nabla^2\mathbf u\,d\Omega=-2D\langle\mathbf u\rangle .$$

From a known start, $\langle\mathbf u(t)\rangle=e^{-2Dt}\mathbf u(0)$, and the scalar product with $\mathbf u(0)$ gives $C(t)$. In the same way $\langle P_2(\mathbf u(0)\cdot\mathbf u(t))\rangle=e^{-6Dt}$.

## What goes wrong with the naive step

A small rotation $\mathbf w=\sqrt y\,\boldsymbol\xi$, with $\boldsymbol\xi$ a standard Gaussian vector, displaces the dipole by $\mathbf w\times\mathbf u$ to first order. The naive update adds this displacement:

$$\mathbf u'=\mathbf u+\mathbf w\times\mathbf u .$$

Since $\langle\mathbf w\rangle=0$, the mean of $\mathbf u'$ is $\mathbf u$. Repeated steps give $\langle\mathbf u_0\cdot\mathbf u_n\rangle=1$: the correlation does not decay at any step size. Meanwhile the length grows. The displacement is perpendicular to $\mathbf u$, and two components of $\mathbf w$ contribute to it, so $\langle|\mathbf u'|^2\rangle=(1+2y)|\mathbf u|^2$. Decay comes from the curvature of the sphere, a term of second order in $\mathbf w$ and hence of first order in $\Delta t$. The naive step has dropped it.

Dividing by the length after each step restores the decay. Let $\rho^2$ be the sum of squares of the two components of $\boldsymbol\xi$ perpendicular to $\mathbf u$, so that $\langle\rho^2\rangle=2$ and $\langle\rho^4\rangle=8$. The projection of the new unit vector on the old one averages to

$$\left\langle\frac1{\sqrt{1+y\rho^2}}\right\rangle=1-\frac y2\,2+\frac{3y^2}8\,8-\dots=1-y+3y^2-\dots$$

Its logarithm is $-y+3y^2-y^2/2=-y+\tfrac52y^2$. The leading term is right, but the decay rate is too low by the fraction $5y/2$ at leading order. This suggests keeping the random vector and replacing the displacement by the finite rotation it stands for.

## The finite rotation

Write $\mathbf w=\varphi\mathbf n$ with $|\mathbf n|=1$. The part $\mathbf n(\mathbf n\cdot\mathbf u)$ stays fixed, while the perpendicular part $\mathbf u-\mathbf n(\mathbf n\cdot\mathbf u)$ turns by $\varphi$ in its plane towards $\mathbf n\times\mathbf u$. Adding the pieces gives Rodrigues' formula,

$$\mathbf u'=\mathbf u\cos\varphi+(\mathbf n\times\mathbf u)\sin\varphi+\mathbf n(\mathbf n\cdot\mathbf u)(1-\cos\varphi).$$

The length is now conserved up to rounding.

The variance follows from matching the diffusion law over a short time. For unit vectors $|\mathbf u'-\mathbf u|^2=2-2\mathbf u\cdot\mathbf u'$, and diffusion requires $\langle\mathbf u\cdot\mathbf u'\rangle\approx1-2D\Delta t$, so the mean square displacement must be $4D\Delta t$. The rotation supplies $2y$, because the component of $\mathbf w$ along $\mathbf u$ does not move the dipole. Hence $y=2D\Delta t$ for each of the three components.

The algorithm is:

1. Draw $N$ starting directions and store them.
2. For every dipole and step, draw a new $\mathbf w$ with component variance $y$ and apply Rodrigues' formula.
3. At the chosen times, average $q=\mathbf u_0\cdot\mathbf u_n$ over the dipoles.

## The bias in closed form

At fixed $\varphi$, average Rodrigues' formula over the isotropic axis. The cross product vanishes, and $\langle n_in_j\rangle=\delta_{ij}/3$, so $\mathbf u$ is multiplied by

$$\cos\varphi+\frac{1-\cos\varphi}3=\frac{1+2\cos\varphi}3 .$$

The angle is $\varphi=\sqrt y\,r$, where $r=|\boldsymbol\xi|$ has density $\sqrt{2/\pi}\,r^2e^{-r^2/2}$. Put $k=m\sqrt y$ and start from the Gaussian integral

$$g(k)=\sqrt{\frac2\pi}\int_0^\infty\cos(kr)\,e^{-r^2/2}dr=e^{-k^2/2}.$$

Two derivatives with respect to $k$ bring down $-r^2$, and $g''=(k^2-1)g$. Therefore

$$\langle\cos m\varphi\rangle=-g''(k)=(1-m^2y)e^{-m^2y/2}.$$

The case $m=1$ gives the stated $\lambda_1$. Each new rotation is independent of the past, so $\langle\mathbf u_n\rangle=\lambda_1\langle\mathbf u_{n-1}\rangle$ and the correlation after $n$ steps is $\lambda_1^n$.

For small $y$,

$$(1-y)e^{-y/2}=1-\frac{3y}2+\frac{5y^2}8-\dots,\qquad \lambda_1=1-y+\frac{5y^2}{12}-\dots$$

The logarithm has second-order coefficient $5/12-1/2=-1/12$. The simulated dipole thus relaxes slightly too fast:

$$\frac{D_{\rm eff}}D=-\frac{\ln\lambda_1}y=1+\frac y{12}+\dots=1+\frac{D\Delta t}6+\dots$$

At leading order this fractional error is thirty times smaller than that of the normalized displacement. With $x=2Dt=ny$ held fixed,

$$\lambda_1^n-e^{-x}\approx e^{-x}\left(-\frac{ny^2}{12}\right)=-\frac{x^2e^{-x}}{12n}.$$

The bias is inversely proportional to the number of steps. The expansion fails for large rotations: $\lambda_1$ has a minimum at $y=3$ and then rises towards $1/3$. A very broad angle distribution erases the component perpendicular to the rotation axis but keeps the parallel one, whose mean square share is one third. A large step is therefore no substitute for many small ones.

## The sampling error in closed form

The variance of $q$ needs $\langle q^2\rangle$, hence the decay of $P_2$. Consider the traceless tensor $Q_{ij}=u_iu_j-\delta_{ij}/3$. After one isotropic step its mean is still symmetric and traceless, and is unchanged by rotations about the old $\mathbf u$. It must be a multiple $\lambda_2$ of the old $Q$. Contracting with the old $\mathbf u$ on both sides gives $\lambda_2=\langle P_2(\mathbf u\cdot\mathbf u')\rangle$.

Let $c=\mathbf n\cdot\mathbf u$ and $K_1=\cos\varphi$. Then $\mathbf u\cdot\mathbf u'=K_1+(1-K_1)c^2$, with $\langle c^2\rangle=1/3$ and $\langle c^4\rangle=1/5$. Thus, at fixed angle,

$$\langle(\mathbf u\cdot\mathbf u')^2\rangle=K_1^2+\frac23K_1(1-K_1)+\frac15(1-K_1)^2=\frac{8K_1^2+4K_1+3}{15}.$$

Three halves of this, minus one half, is $(4K_1^2+2K_1-1)/5$. Using $2K_1^2=1+\cos2\varphi$ and averaging over the angle,

$$\lambda_2=\frac{1+2\langle\cos\varphi\rangle+2\langle\cos2\varphi\rangle}5 .$$

Since $q^2=[1+2P_2(q)]/3$,

$$\mathrm{Var}\,q=\frac{1+2\lambda_2^n}3-\lambda_1^{2n},\qquad \text{standard error}=\sqrt{\frac{\mathrm{Var}\,q}N}.$$

In the small-step limit the variance is $(1+2e^{-3x})/3-e^{-2x}$. At short times this is $(1-2x+3x^2)-(1-2x+2x^2)=x^2$; at late times it tends to $1/3$. The absolute error therefore saturates while the signal continues to fall. A relative error $\epsilon$ at late time requires $N\approx e^{2x}/(3\epsilon^2)$ dipoles, so the tail of the correlation is expensive.

The mean square error of a run is the squared bias plus $\mathrm{Var}\,q/N$. The cross term vanishes because the sampling fluctuation has zero mean.

## Choosing the step for a fixed amount of work

Let the target time and the work $K=nN$ be fixed. With $c_b=x^2e^{-x}/12$ and $v=\mathrm{Var}\,q$ in the small-step limit, minimize

$$F(n)=\frac{c_b^2}{n^2}+\frac{vn}K .$$

The condition $-2c_b^2/n^3+v/K=0$ gives

$$n=\left(\frac{2c_b^2K}v\right)^{1/3},\qquad \frac{c_b^2}{n^2}=\frac12\,\frac{vn}K .$$

At the optimum the squared bias is half the sampling variance. The minimum is $F=3vn/(2K)$, so the root-mean-square error falls as $K^{-1/3}$. Spending all additional work on dipoles would leave the bias untouched.

For $t=\tau$ and $K=10^6$ dipole-steps, $c_b=0.03066$ and $v=0.2312$, so

$$n=\left(\frac{2(0.03066)^2\times10^6}{0.2312}\right)^{1/3}=20.1 .$$

A direct search using the closed formulas for $\lambda_1$ and $\lambda_2$ gives 20. The run therefore uses 20 steps per $\tau$ and $N=50\,000$. Here $y=0.05$, an rms angle of $12.8^\circ$ per component, and the relaxation rate is too high by 0.42%.

At $t=\tau$ the simulated correlation is 0.3694, against $e^{-1}=0.3679$. The predicted bias is $-0.0015$ and the standard error 0.0022. The result lies above the exponential although the bias is negative: it is 1.4 standard errors above the biased mean of 0.3663. This run agrees with the law but cannot reveal its own bias. At $3\tau$, reached with the same step, it gives 0.0493 against 0.0498, with a standard error of 0.0026, about 5% of the signal. The second-order correlation at $\tau$ is $0.050\pm0.002$, against $e^{-3}=0.0498$.

## Measuring the bias without the answer

Subtracting the known exponential is a poor way to measure a small bias, and it is unavailable when the answer is unknown. Comparing two independent runs with different steps is also wasteful, since both carry the full noise. The remedy is to drive both with the same random rotations.

For each coarse step draw $\mathbf a$ and $\mathbf b$, each with component variance $y/2$. The fine path turns first by $\mathbf a$ and then by $\mathbf b$; the coarse path turns once by $\mathbf a+\mathbf b$, whose component variance is $y$. Each path separately has the correct statistics for its own step. As the bias is $-c_b/n$ at leading order,

$$\langle q_{\rm coarse}-q_{\rm fine}\rangle\approx-\frac{c_b}n+\frac{c_b}{2n}=-\frac{c_b}{2n}.$$

Twice the measured difference estimates the coarse bias.

The noise does not cancel completely, because rotations do not commute. Let $A$ and $B$ be the matrices of $\mathbf a\times$ and $\mathbf b\times$. To second order the fine product is $1+A+B+\tfrac12A^2+\tfrac12B^2+BA$, and the coarse rotation is $1+A+B+\tfrac12(A+B)^2$. Their difference is $\tfrac12(BA-AB)$, a small rotation by $\mathbf d=\tfrac12\mathbf b\times\mathbf a$. Each component of $\mathbf b\times\mathbf a$ is a difference of two independent products, with variance $2(y/2)^2$. A component of $\mathbf d$ thus has variance $y^2/8=x^2/(8n^2)$.

Insert such a rotation after step $k$, and let $R$ be the product of all later rotations. The change in $q$ is $\mathbf u_0\cdot R(\mathbf d\times\mathbf u_k)=\mathbf d\cdot(\mathbf u_k\times\mathbf v)$, where $\mathbf v=R^{T}\mathbf u_0$. Because $\mathbf u_k\cdot\mathbf v=\mathbf u_n\cdot\mathbf u_0=q$, the squared length of the cross product is $1-q^2$. At leading order the $n$ contributions are uncorrelated, and the standard deviation per pair is

$$\sigma_{\rm pair}\approx x\sqrt{\frac{1-\langle q^2\rangle}{8n}} .$$

With $N=300\,000$ pairs run to $t=\tau$, the results are:

| coarse $n$ | coarse − fine | bias estimate | closed formula |
|---|---|---|---|
| 2 | −0.0083 ± 0.0003 | −0.0167 | −0.0163 |
| 4 | −0.0042 ± 0.0002 | −0.0084 | −0.0079 |
| 8 | −0.0021 ± 0.0002 | −0.0042 | −0.0039 |
| 16 | −0.0009 ± 0.0001 | −0.0018 | −0.0019 |

The difference roughly halves whenever $n$ doubles, as a first-order bias should. The statistical error of a bias estimate is twice that of the difference beside it. For $n=16$ the noise per pair is 0.069, against 0.070 predicted. Independent paths would give 0.68, so at the same number of pairs the coupling reduces the variance by a factor of 96.

The same paths yield an estimate with the leading bias removed, $2q_{\rm fine}-q_{\rm coarse}$, since $-2c_b/(2n)+c_b/n=0$. For $n=16$ it gives $0.3671\pm0.0009$, against 0.3679. The error bar is as large as the fine-path bias of $-0.0010$, so this number agrees equally with the biased fine mean 0.3669 and does not by itself show the removal; the closed formula puts the expected value of the estimate at 0.36789, against $e^{-1}=0.36788$. Neither the formula for $\lambda_1$ nor the exponential entered this number.

The sampling error is measured by its own route, the scatter of batch means. For the 32-step fine paths, batches of 100 dipoles scatter by 0.0487 (formula 0.0481) and batches of 1000 by 0.0161 (formula 0.0152). The ratio is close to $\sqrt{10}$. The scatter does not measure the bias, which shifts the expected mean of every batch equally; the step size changes the width of the scatter only slightly.

A further refinement follows from the second-order factor. Expanding $\langle\cos2\varphi\rangle=1-6y+10y^2-\dots$ gives $\lambda_2=1-3y+\tfrac{17}4y^2-\dots$ and

$$\ln\lambda_2=-3y-\frac{y^2}4-\dots=-3y\left(1+\frac y{12}+\dots\right).$$

Both correlations have the same leading fractional error. Drawing the rotation components with variance $y-y^2/12$ instead of $y$ therefore cancels the $y^2$ term in both logarithms. The runs above use the uncorrected variance, so that the bias remains visible.

## From the dimensionless run to a suspension

For a sphere of radius $a$ turning at angular velocity $\boldsymbol\omega$ in a liquid of viscosity $\eta$ that sticks to its surface, the flow is $\mathbf v=a^3\boldsymbol\omega\times\mathbf r/r^3$. It matches the surface velocity at $r=a$. Since $\mathbf r/r^3=-\nabla(1/r)$, its components are harmonic and its divergence vanishes, so it solves the Stokes equations at uniform pressure. The tangential stress at the surface is

$$\eta r\frac{\partial}{\partial r}\left(\frac{\omega a^3\sin\theta}{r^3}\right)_{r=a}=-3\eta\omega\sin\theta .$$

Multiplying by the lever arm $a\sin\theta$ and integrating over the surface, with $\int\sin^2\theta\,d\Omega=8\pi/3$, gives a torque $-\zeta\omega$ with $\zeta=8\pi\eta a^3$. In a potential $V(\theta)$ the flux $-D\,\partial p/\partial\theta-pV'/\zeta$ must vanish for $p\propto e^{-V/k_BT}$, which requires $D=k_BT/\zeta$.

Take rough values for colloidal CdSe nanocrystals in toluene: hydrodynamic radius 3 nm, viscosity 0.56 mPa s, 298 K and dipole 50 D. Then $\zeta\approx3.8\times10^{-28}$ N m s and $D\approx10.8\ \mu\mathrm s^{-1}$, so

$$\tau\approx\frac1{2\times10.8\ \mu\mathrm s^{-1}}\approx46\ \mathrm{ns}.$$

The step $\tau/20$ is 2.3 ns.

A weak field $E$ along $z$ prepares $p\propto1+(\mu E/k_BT)u_z$, where $\mu$ is the dipole moment. After the field is removed, the mean dipole decays as $e^{-t/\tau}$. A short field pulse is the difference of two such switched fields, so by linearity the response to it is minus the time derivative of this decay, $e^{-t/\tau}/\tau$. For a drive $e^{-i\omega t}$, with $\omega$ now the angular frequency, the normalized response is

$$\int_0^\infty\frac{e^{-t/\tau}}\tau e^{i\omega t}dt=\frac1{1-i\omega\tau},$$

whose imaginary part, the loss, is $\omega\tau/(1+\omega^2\tau^2)$. Its derivative is proportional to $1-\omega^2\tau^2$, so the peak lies at $\omega\tau=1$, or about 3.4 MHz here.

Real particles can depart from this model in shape, size and temperature, among other things. For a spheroid of axis ratio 1.1 and equal volume, with its dipole along the long axis, $\tau$ changes by a factor between 0.91 and 1.21. These are bounds from the inscribed and circumscribed spheres: the larger body's flow, continued as rigid rotation, is a trial flow for the enclosed body, and Stokes flow minimizes dissipation. A radius 5% above the mean raises that particle's $\tau$ by 16%. A Gaussian radius spread of 5%, with equal weights, raises $C(3\tau)$ by 5.5% of its value, comparable with the main run's sampling error there, and the decay is no longer a single exponential. Warming by 5 K shortens $\tau$ by about 7%, if viscosity falls by 1.1% per kelvin. The size and temperature changes exceed the 0.42% time-step error in the rate; the bounds for the spheroid are too wide to decide, but solving the Stokes flow around it gives a factor of 1.025, so its change exceeds that error too.

The other estimates are smaller or concern rare events. Particle inertia relaxes in $2ma^2/(5\zeta)\approx6$ ps, with $m$ the mass of a sphere filled at CdSe density, and the solvent flow adjusts over about $\rho_s a^2/\eta\approx14$ ps, the time for momentum to diffuse across one radius in a liquid of density $\rho_s$; both are far below the step. Together they delay the angular diffusion by about 11 ps, which lowers the mean square angle by 0.5% over a single step but by only 0.02% at $t=\tau$. A simulation step below these times would still converge to the diffusion law, but would not resolve real motion. At 1 kV/cm, $\mu E/k_BT=0.004$. Two dipoles aligned head to tail, on particles in contact, have an interaction energy of magnitude $0.23\,k_BT$, but at 0.1% volume fraction a particle has on average 0.06 neighbours within four radii. Slip at the ligand surface would lower the friction and is not estimated here. The numerical output below lists the inputs and results.

## Numbers as computed

```
radius 3.0 nm, viscosity 0.56 mPa s
temperature 298 K, dipole 50 D
friction 8 pi eta a^3 = 3.800e-28 N m s
D = 10.83 per microsecond
Debye time tau = 46.2 ns
loss-peak frequency = 3.45 MHz
budget 1000000 dipole-steps: c = 0.03066, v = 0.2312
best n: formula 20.11, direct search 20
main run: 20 steps per tau, N = 50000 dipoles
dt = 2.31 ns, y = 2 D dt = 0.0500
rms angle per component = 12.8 deg
lambda1 = 0.951030, exp(-y) = 0.951229
D_eff/D - 1 = 0.420 %, D dt/6 = 0.417 %
predicted rms error at tau = 0.00265
t/tau: simulated, exp(-t/tau), predicted bias, standard error
0.50: 0.60393, 0.60653, -0.00127, 0.00152
1.00: 0.36936, 0.36788, -0.00154, 0.00215
  P2 at tau: 0.05011 +- 0.00206, exp(-3) = 0.04979
2.00: 0.13649, 0.13534, -0.00113, 0.00252
3.00: 0.04925, 0.04979, -0.00062, 0.00257
largest error of |u|^2 = 4.4e-15
coupled runs to tau, N = 300000
n: coarse-fine, its error, predicted; bias est., exact bias
2: -0.00834, 0.00033, -0.00840; -0.01667, -0.01631
  direct error at n=2: -0.01783 +- 0.00089
4: -0.00422, 0.00024, -0.00401; -0.00844, -0.00791
8: -0.00211, 0.00018, -0.00196; -0.00421, -0.00389
16: -0.00089, 0.00013, -0.00097; -0.00178, -0.00193
noise per pair, n=16: 0.0694, predicted 0.0703
independent paths: 0.6815, variance gain 96
extrapolated C(tau) = 0.36711 +- 0.00090, exp(-1) = 0.36788
Var q, 32 steps: 0.2321, formula 0.2316
batch N=100: scatter 0.04870, formula 0.04813
batch N=1000: scatter 0.01605, formula 0.01522
inertia time 6.2 ps (density 5.8 g/cm3)
solvent memory 13.9 ps (density 0.87 g/cm3)
radius spread 5 %: tau of one-sigma particle +15.8 %
  ensemble C(3 tau) changes by +5.5 %
axis ratio 1.1: tau factor between 0.91 and 1.21
contact dipole energy 0.23 kT (permittivity 2.4)
neighbours within 4 radii 0.056 (volume fraction 0.1 %)
field energy mu E/kT = 0.0041 at 1 kV/cm
warming 5 K: tau -6.9 % (viscosity -1.1 %/K)
```
